**Berry pseudorotations of a labelled MX5 molecule**

The program enumerates 20 trigonal-bipyramidal isomers and 30 square-pyramidal transition states, with three exits per isomer and two isomers per pyramid. It finds the rotation groups from Cartesian coordinates, moves all 120 labellings along the Berry path, and asserts that the resulting graph agrees with the rule "disjoint axial pair, opposite permutation sign". It also asserts the shell sizes 1, 3, 6, 6, 3, 1, the five-step distance between mirror images, and the mean of 32.5 hops to the first visit. With $k$ the rate per exit, the formulas for isomer and axial-site probabilities are compared with a matrix exponential. For a barrier of 0.20 eV, a prefactor of $10^{12}$ s⁻¹ and 300 K, the output gives $k=4.37\times10^8$ s⁻¹. An energy-resolved master equation with a cooling time of 10 ps shows that repeated hot hops reduce the decay rates to between 0.42 and 0.85 of their ideal values in the four cases computed. That the square pyramid is a saddle point is assumed, not calculated.

## Numerical check

```python
# Result under test: an MX5 trigonal bipyramid (TBP) with five labelled ligands
# has 20 isomers (mirror images distinct), joined by 30 square pyramids (SP);
# each isomer has three Berry exits and each SP joins two isomers.
# A labelling is a tuple of labels on five sites: two axial sites, the pivot,
# and two more equatorial sites.  An isomer is named by its axial pair and by
# the sign (+ even, - odd) of the labelling as a permutation of 1..5.
# Kinetics: k = rate per exit, E0 = barrier, nu = prefactor, tau = cooling time.
from itertools import permutations
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.sparse.csgraph import shortest_path

ALL_PERMS = list(permutations(range(5)))


def geometry(progress):
    """Unit vectors of the ligands along the Berry path, progress 0 to 1."""
    ax = np.radians(90 + 30 * progress)
    eq = np.radians(120 - 30 * progress)
    return np.array([[np.sin(ax), 0, np.cos(ax)],
                     [-np.sin(ax), 0, np.cos(ax)],
                     [0, 0, 1],
                     [0, -np.sin(eq), np.cos(eq)],
                     [0, np.sin(eq), np.cos(eq)]])


def site_maps(first, second, proper_only=True):
    """Permutations p for which second[p] is a rotated copy of first."""
    inverse = np.linalg.pinv(first)
    found = []
    for p in ALL_PERMS:
        target = second[list(p)]
        matrix = inverse @ target
        fits = np.allclose(first @ matrix, target, atol=1e-9)
        orthogonal = np.allclose(matrix @ matrix.T, np.eye(3), atol=1e-9)
        if fits and orthogonal:
            if not proper_only or np.linalg.det(matrix) > 0:
                found.append(p)
    return found


def relabel(labels, p):
    return tuple(labels[i] for i in p)


def canonical(labels, group):
    return min(relabel(labels, g) for g in group)


def sign(sequence):
    inversions = sum(sequence[i] > sequence[j]
                     for i in range(5) for j in range(i + 1, 5))
    return 1 - 2 * (inversions % 2)


def name(labels):
    return tuple(sorted(labels[:2])), sign(labels)


def text(isomer_name):
    pair, s = isomer_name
    return f"{pair[0]}{pair[1]}{'+' if s > 0 else '-'}"


# Rotation groups found from the coordinates
start, middle, end = geometry(0), geometry(0.5), geometry(1)
tbp_group = site_maps(start, start)
sp_group = site_maps(middle, middle)
path_group = site_maps(geometry(0.25), geometry(0.25))
assert (len(tbp_group), len(sp_group), len(path_group)) == (6, 4, 2)
assert all(sign(g) == 1 for g in tbp_group)
assert sorted(sign(g) for g in sp_group) == [-1, -1, 1, 1]

# Enumeration by moving every labelling along the path
labellings = list(permutations(range(1, 6)))
isomers = sorted({canonical(x, tbp_group) for x in labellings})
pyramids = sorted({canonical(x, sp_group) for x in labellings})
end_map = site_maps(start, end)[0]
assert sign(end_map) == -1
joined = {sp: set() for sp in pyramids}
exits = {iso: {} for iso in isomers}
for x in labellings:
    before = canonical(x, tbp_group)
    after = canonical(relabel(x, end_map), tbp_group)
    sp = canonical(x, sp_group)
    joined[sp].update((before, after))
    exits[before][sp] = (x[2], after)
assert len(isomers) == 20 and len(pyramids) == 30
assert all(len(pair) == 2 for pair in joined.values())
assert all(len(e) == 3 for e in exits.values())
assert len({frozenset(pair) for pair in joined.values()}) == 30

# Counts when mirror images are identified
tbp_full = site_maps(start, start, False)
sp_full = site_maps(middle, middle, False)
tbp_unsigned = len({canonical(x, tbp_full) for x in labellings})
sp_unsigned = len({canonical(x, sp_full) for x in labellings})
assert (tbp_unsigned, sp_unsigned) == (10, 15)

# Graph from the geometry against the rule: disjoint pairs, opposite signs
index = {iso: i for i, iso in enumerate(isomers)}
names = [name(iso) for iso in isomers]
assert len(set(names)) == 20
adjacency = np.zeros((20, 20))
for pair in joined.values():
    i, j = (index[iso] for iso in pair)
    adjacency[i, j] = adjacency[j, i] = 1
rule = np.array([[float(not set(p) & set(q) and s == -r)
                  for q, r in names] for p, s in names])
assert np.array_equal(adjacency, rule)

# Distances, mirror images and spectrum
distance = shortest_path(adjacency, unweighted=True).astype(int)
shells = np.bincount(distance[0], minlength=6)
assert all(np.array_equal(np.bincount(row, minlength=6), [1, 3, 6, 6, 3, 1])
           for row in distance)
mirror = [index[canonical((x[1], x[0]) + x[2:], tbp_group)] for x in isomers]
assert all(distance[i, mirror[i]] == 5 for i in range(20))
spectrum = np.linalg.eigvalsh(adjacency)
expected = [-3] + [-2] * 4 + [-1] * 5 + [1] * 5 + [2] * 4 + [3]
assert np.allclose(spectrum, expected, atol=1e-9)
values, counts = np.unique(np.rint(spectrum).astype(int), return_counts=True)

here = 0
route = [here]
while here != mirror[0]:
    here = next(j for j in range(20) if adjacency[here, j]
                and distance[j, mirror[0]] == distance[here, mirror[0]] - 1)
    route.append(here)

# Mean number of hops to the mirror isomer: linear solve and shell formula
others = [i for i in range(20) if i != mirror[0]]
walk = adjacency[np.ix_(others, others)] / 3
hops_all = np.linalg.solve(np.eye(19) - walk, np.ones(19))
mean_hops = hops_all[others.index(0)]
assert abs(mean_hops - (1 + 2 + 5 / 2 + 8 + 19)) < 1e-9


def return_and_mirror(kt):
    even = 1 + 5 * np.exp(-2 * kt) + 4 * np.exp(-5 * kt)
    odd = np.exp(-6 * kt) + 5 * np.exp(-4 * kt) + 4 * np.exp(-kt)
    return (even + odd) / 20, (even - odd) / 20


def axial_probability(kt):
    return 0.4 + 0.6 * np.exp(-5 * kt)


axial_label = isomers[0][0]
is_axial = np.array([axial_label in pair for pair, s in names], float)
for kt in (0.05, 0.4, 1.7):
    population = expm(kt * (adjacency - 3 * np.eye(20)))[:, 0]
    assert np.allclose((population[0], population[mirror[0]]),
                       return_and_mirror(kt), atol=1e-11)
    assert abs(population @ is_axial - axial_probability(kt)) < 1e-11

# Worked example with round model parameters
barrier_eV, prefactor, temperature = 0.20, 1e12, 300.0
cooling_time, barrier_quantum_eV, barrier_error_eV = 10e-12, 0.01, 0.02
kT = constants.k * temperature / constants.e
b = barrier_eV / kT
k = prefactor * np.exp(-b)
time = 1e-9
p_return, p_mirror = return_and_mirror(k * time)


def hot_hops(ell, s):
    """Actual/ideal decay rate of a mode, from master equation and formula."""
    step = 0.05
    x = (np.arange(900) + 0.5) * step
    weight = x ** (s - 1) * np.exp(-x)
    weight /= weight.sum()
    k_energy = prefactor * np.clip(1 - b / x, 0, None) ** (s - 1)
    assert abs(weight @ k_energy / k - 1) < 2e-3
    root = np.sqrt(weight)
    matrix = np.diag(1 / cooling_time + ell * k_energy)
    matrix -= np.outer(root, root) / cooling_time
    exact = np.linalg.eigvalsh(matrix)[0]
    formula = weight @ (ell * k_energy / (1 + ell * k_energy * cooling_time))
    # The formula drops terms of relative size 2*ell*k*tau, about 0.05 here
    assert abs(formula / exact - 1) < 0.06
    return exact / (ell * k), formula / (ell * k)


u = barrier_quantum_eV / kT
tunnelling = quad(lambda x: np.exp(-x) / (1 + np.exp(-2 * np.pi * x / u)),
                  -b, 40, points=[0, 1], limit=200)[0]
assert abs(tunnelling - (1 + u ** 2 / 24)) < 1e-4

print("Proper rotations, TBP and SP:", len(tbp_group), len(sp_group))
print("TBP isomers:", len(isomers), " SP transition states:", len(pyramids))
print("Exits per isomer:", sorted({len(e) for e in exits.values()}),
      " isomers per SP:", sorted({len(p) for p in joined.values()}))
print("Mirror images identified, TBP and SP:", tbp_unsigned, sp_unsigned)
print("Exit table (axial pair and sign; pivot in brackets):")
for iso in sorted(isomers, key=name):
    if name(iso)[1] > 0:
        row = sorted(exits[iso].values())
        print("  " + text(name(iso)) + " -> "
              + ", ".join(f"{text(name(a))} ({p})" for p, a in row))
print("The other ten rows follow by reversing every sign (tested)")
print("Isomers at distance 0 to 5:", shells.tolist())
print("Route to mirror isomer:", " ".join(text(names[i]) for i in route))
print("Adjacency eigenvalues:", values.tolist())
print("Their multiplicities:", counts.tolist())
print(f"Mean hops to first visit of mirror isomer: {mean_hops:.2f}")
print(f"Barrier: {barrier_eV:.2f} eV, temperature: {temperature:.0f} K")
print(f"Prefactor per exit: {prefactor:.1e} 1/s")
print(f"kT: {kT:.5f} eV, barrier/kT: {b:.3f}")
print(f"Rate per exit k: {k:.3e} 1/s")
print(f"Total exit rate 3k: {3 * k:.3e} 1/s")
print(f"Mean life of an isomer 1/(3k): {1e9 / (3 * k):.3f} ns")
print(f"Slowest relaxation time 1/k: {1e9 / k:.3f} ns")
print(f"Axial-equatorial relaxation time 1/(5k): {1e9 / (5 * k):.3f} ns")
print(f"Mean time to mirror isomer: {1e9 * mean_hops / (3 * k):.2f} ns")
print(f"At t = {time * 1e9:.0f} ns, kt: {k * time:.4f}")
print(f"  probability of initial isomer: {p_return:.4f}")
print(f"  probability of mirror isomer: {p_mirror:.5f}")
print(f"  initially axial ligand is axial: {axial_probability(k*time):.4f}")
print(f"Cooling time: {cooling_time * 1e12:.0f} ps")
print("Actual/ideal decay rate with hot hops (master equation, formula):")
for s in (4, 6):
    for ell in (1, 5):
        exact, formula = hot_hops(ell, s)
        print(f"  s = {s}, ideal rate {ell}k: {exact:.3f}, {formula:.3f}")
print(f"Barrier quantum: {barrier_quantum_eV:.3f} eV")
print(f"Tunnelling factor on k: {tunnelling:.4f}")
print(f"Factor on k for barrier higher by {barrier_error_eV:.2f} eV: "
      f"{np.exp(-barrier_error_eV / kT):.3f}")

# The printed table's sign-reversal statement, tested on the whole graph
flipped = [names.index((pair, -s)) for pair, s in names]
assert np.array_equal(adjacency[np.ix_(flipped, flipped)], adjacency)
assert flipped == mirror
print("tests ok")
```

Running it gives:

```
Proper rotations, TBP and SP: 6 4
TBP isomers: 20  SP transition states: 30
Exits per isomer: [3]  isomers per SP: [2]
Mirror images identified, TBP and SP: 10 15
Exit table (axial pair and sign; pivot in brackets):
  12+ -> 45- (3), 35- (4), 34- (5)
  13+ -> 45- (2), 25- (4), 24- (5)
  14+ -> 35- (2), 25- (3), 23- (5)
  15+ -> 34- (2), 24- (3), 23- (4)
  23+ -> 45- (1), 15- (4), 14- (5)
  24+ -> 35- (1), 15- (3), 13- (5)
  25+ -> 34- (1), 14- (3), 13- (4)
  34+ -> 25- (1), 15- (2), 12- (5)
  35+ -> 24- (1), 14- (2), 12- (4)
  45+ -> 23- (1), 13- (2), 12- (3)
The other ten rows follow by reversing every sign (tested)
Isomers at distance 0 to 5: [1, 3, 6, 6, 3, 1]
Route to mirror isomer: 12+ 34- 15+ 23- 45+ 12-
Adjacency eigenvalues: [-3, -2, -1, 1, 2, 3]
Their multiplicities: [1, 4, 5, 5, 4, 1]
Mean hops to first visit of mirror isomer: 32.50
Barrier: 0.20 eV, temperature: 300 K
Prefactor per exit: 1.0e+12 1/s
kT: 0.02585 eV, barrier/kT: 7.736
Rate per exit k: 4.367e+08 1/s
Total exit rate 3k: 1.310e+09 1/s
Mean life of an isomer 1/(3k): 0.763 ns
Slowest relaxation time 1/k: 2.290 ns
Axial-equatorial relaxation time 1/(5k): 0.458 ns
Mean time to mirror isomer: 24.81 ns
At t = 1 ns, kt: 0.4367
  probability of initial isomer: 0.3534
  probability of mirror isomer: 0.00046
  initially axial ligand is axial: 0.4676
Cooling time: 10 ps
Actual/ideal decay rate with hot hops (master equation, formula):
  s = 4, ideal rate 1k: 0.735, 0.734
  s = 4, ideal rate 5k: 0.424, 0.422
  s = 6, ideal rate 1k: 0.854, 0.851
  s = 6, ideal rate 5k: 0.603, 0.598
Barrier quantum: 0.010 eV
Tunnelling factor on k: 1.0063
Factor on k for barrier higher by 0.02 eV: 0.461
tests ok
```
